# Gillespie Simulation of Exciton Decay and the Limits of the Cubic Law

## Two excitons in one crystal

Take many identical nanocrystals, each holding two excitons, and switch off light emission. In an Auger event one exciton recombines and gives its energy to a third carrier. Two excitons can therefore become one, at a rate \(k_2\), but a lone exciton has no third carrier to take the energy. The mean number per crystal is

\[
\langle N\rangle = 2e^{-k_2t}+1\,(1-e^{-k_2t}) = 1+e^{-k_2t}.
\]

It stops at one. The bulk description of Auger decay uses a mean density and a rate proportional to its cube. Per crystal it reads \(dn/dt=-cn^3\), with solution \(n=2/\sqrt{1+8ct}\), which goes to zero for every \(c>0\). The cubic law goes on destroying excitons that have no partner. Adjusting \(c\) changes how fast this happens, but not that it happens.

Real pulses leave different numbers of excitons in different crystals, and excitons also emit light. Both are now included.

## Rates for an integer population

Let a crystal hold \(N\) electrons and \(N\) holes, that is, \(N\) excitons. An Auger event needs two electrons and a hole, or an electron and two holes. The number of such triples is

\[
2\times\frac{N(N-1)}{2}\times N=N^2(N-1).
\]

We assume that all triples are equally effective. For \(N=2\) there are four, and together they must give \(k_2=1/\tau_2\), so each contributes \(k_2/4\). We assume also that each exciton radiates independently at rate \(k_r=1/\tau_r\). The total rate of \(N\to N-1\) is then

\[
R_N=k_rN+c\,N^2(N-1),\qquad c=\frac{k_2}{4}.
\]

The third carrier is taken to cool at once and to stay in the crystal, so each Auger event removes one exciton. There are no traps and no transfer between crystals. The pulse is short and creates excitons independently, which gives a Poisson start with mean \(\lambda\):

\[
p_N(0)=e^{-\lambda}\lambda^N/N!.
\]

The example uses \(\tau_2=100\) ps, \(\tau_r=20\) ns, \(\lambda=2\) and a crystal radius of 3 nm. Thus \(k_2=10\), \(k_r=0.05\) and \(c=2.5\), all in ns\(^{-1}\). For three excitons

\[
R_3=3(0.05)+2.5(9)(2)=45.15\ \text{ns}^{-1},
\]

a lifetime of 22 ps. The lifetimes for \(N=1,2,4,5\) are 20 ns, 99 ps, 8.3 ps and 4.0 ps.

## The Gillespie algorithm

Let \(S(t)\) be the probability that a crystal with \(N\) excitons has had no event by time \(t\). In a short interval an event occurs with probability \(R_N\,dt\), whatever the time already waited. Hence

\[
S(t+dt)=S(t)(1-R_N\,dt)\quad\Rightarrow\quad S(t)=e^{-R_Nt}.
\]

If \(u\) is uniform between 0 and 1, the time defined by \(u=S(t)\), namely

\[
t=-\frac{\ln u}{R_N},
\]

has the right distribution, because \(t>s\) means \(u<e^{-R_Ns}\), which has probability \(e^{-R_Ns}\).

The probability that the first event falls in \(dt\) and is radiative is

\[
e^{-R_Nt}\,k_rN\,dt=\left(R_Ne^{-R_Nt}dt\right)q_N,\qquad q_N=\frac{k_rN}{R_N}.
\]

The product form shows that the kind of event is independent of its time. A second random number therefore decides it: a photon if it is below \(q_N\), an Auger event otherwise. The algorithm is:

1. Draw \(N\) from the Poisson distribution and set the clock to zero.
2. While \(N>0\), advance the clock by \(-\ln u/R_N\).
3. Choose the kind of event with \(q_N\), record it, and lower \(N\) by one.

One simulated crystal started with four excitons. Auger events came at 1.87, 16.45 and 131.29 ps, and a photon at 1040 ps. The first waiting time corresponds to \(u=e^{-120.2\times0.00187}\approx0.80\).

There is no time-step error. A scheme with a fixed step \(\Delta\) that accepts an event with probability \(R_N\Delta\) replaces

\[
1-e^{-R_N\Delta}=R_N\Delta-\tfrac12(R_N\Delta)^2+\dots
\]

by its first term, a relative error of about \(R_N\Delta/2\). It would need steps far below 4 ps to treat \(N=5\), while the last exciton lives 20 ns.

## The master equation

A crystal has \(N\) excitons at \(t+dt\) if it had \(N\) and nothing happened, or had \(N+1\) and lost one:

\[
p_N(t+dt)=p_N(1-R_Ndt)+p_{N+1}R_{N+1}dt .
\]

Therefore

\[
\frac{dp_N}{dt}=R_{N+1}p_{N+1}-R_Np_N .
\]

In matrix form \(d\mathbf p/dt=G\mathbf p\), so \(\mathbf p(t)=e^{Gt}\mathbf p(0)\). Populations only move down, so cutting the list of levels at a large \(N_{\max}\) does not affect crystals that start at or below the cut. What is lost is the contribution of crystals that start above the cut. Since their number never rises, the error in the mean is at most \(\sum_{N>N_{\max}}N\,p_N(0)\).

This solution tests the simulation. With \(M\) crystals, the count at level \(N\) has mean \(Mp_N\) and variance \(Mp_N(1-p_N)\). The deviation in standard units is

\[
z=\frac{\text{count}-Mp_N}{\sqrt{Mp_N(1-p_N)}} .
\]

For \(M=200\,000\) and seven times from 0.01 to 30 ns, the largest \(|z|\) was 2.57, among levels with more than 20 expected counts both in and outside the level. The limit set for the test was 4.8. A comparison also has to be able to fail. When the master equation was given the Auger law \(k_2N(N-1)/2\), which has the same biexciton rate, the largest \(|z|\) became 65.

The means are as follows; the error is one standard error of the simulated mean.

| \(t\) (ns) | Master | Gillespie | Error | Cubic |
|---|---|---|---|---|
| 0.01 | 1.730 | 1.735 | 0.0025 | 1.825 |
| 0.10 | 1.124 | 1.127 | 0.0014 | 1.151 |
| 0.30 | 0.889 | 0.892 | 0.0009 | 0.749 |
| 1.00 | 0.826 | 0.828 | 0.0008 | 0.425 |
| 10.0 | 0.527 | 0.529 | 0.0011 | 0.107 |

The simulated means all lie above the master equation, by about two to three standard errors. The rows are not independent, since all use the same crystals. By 1 ns nearly every crystal holds 0 or 1 exciton, so the variance of \(N\) is about \(0.826(1-0.826)=0.144\). A crystal that was excited still holds an exciton with probability \(0.826/0.865=0.955\), where \(0.865=1-e^{-2}\). The random choice between excited and empty starts alone contributes \(0.955^2(0.865)(0.135)=0.107\), three quarters of the variance. A chance surplus of excited crystals would thus raise all late rows together. Such a surplus is present: 86.65 % of the simulated starts are excited, against 86.47 % expected, an excess of 2.4 standard errors. When the exact decay is averaged over the actual starts instead of the Poisson weights, the remaining differences are about one standard error or less. The standard error falls as \(M^{-1/2}\), whereas a fault in the algorithm would not.

## How the cubic law arises

Multiply the master equation by \(N\) and sum. Renaming \(N+1\) as \(N\) in the gain term gives

\[
\frac{d\langle N\rangle}{dt}=\sum_N[(N-1)-N]R_Np_N
=-k_r\langle N\rangle-c\langle N^2(N-1)\rangle .
\]

This is not a closed equation, because the mean depends on higher moments. The cubic law closes it by replacing \(\langle N^2(N-1)\rangle\) with \(\langle N\rangle^3\). Writing \(n\) for the resulting approximate mean,

\[
\frac{dn}{dt}=-k_rn-cn^3 .
\]

Two things have been dropped: the fluctuations of \(N\), and the \(-1\) that protects a single exciton. For the density \(n/V\) in a crystal of volume \(V\), the Auger term becomes \(-C(n/V)^3\) with \(C=cV^2\). Here \(V=113\) nm\(^3=1.13\times10^{-19}\) cm\(^3\), so

\[
C=(2.5\times10^9\ \text{s}^{-1})(1.13\times10^{-19}\ \text{cm}^3)^2\approx3.2\times10^{-29}\ \text{cm}^6/\text{s}.
\]

To solve the law, set \(w=n^{-2}\). Then

\[
\frac{dw}{dt}=-2n^{-3}\frac{dn}{dt}=2k_rw+2c,\qquad
w=\left(\frac1{\lambda^2}+\frac c{k_r}\right)e^{2k_rt}-\frac c{k_r},
\]

and taking \(n=w^{-1/2}\),

\[
n(t)=\frac{\lambda e^{-k_rt}}{\sqrt{1+(c\lambda^2/k_r)(1-e^{-2k_rt})}} .
\]

## The error at early times

For a Poisson distribution

\[
\langle N(N-1)\cdots(N-j+1)\rangle=\sum_{N\ge j}\frac{e^{-\lambda}\lambda^N}{(N-j)!}=\lambda^j .
\]

Since \(N^2(N-1)=N(N-1)(N-2)+2N(N-1)\), the initial Auger loss is

\[
c\langle N^2(N-1)\rangle=c(\lambda^3+2\lambda^2)=c\lambda^3\left(1+\frac2\lambda\right).
\]

Define an effective coefficient \(C_{\rm eff}\) as the value of \(C\) that would give the true Auger loss at the current mean. It starts at \(C(1+2/\lambda)\). Numerical derivatives of the master solution give \(C_{\rm eff}/C=11\), 3, 2 and 1.5 for \(\lambda=0.2\), 1, 2 and 4, as the formula requires. At small \(\lambda\) the initial loss is quadratic in the pump level, because it comes from the few crystals that hold a pair. The mean density does not show these pairs. At \(\lambda=2\), the value used in the table, the true initial Auger loss is twice the cubic one, so the cubic mean is at first too high.

## The error at late times

Once the pairs are gone, the remaining excitons are alone. The Auger loss then comes mainly from level 2 and falls as \(e^{-R_2t}\), while \(\langle N\rangle^3\) falls as \(e^{-3k_rt}\). Their ratio goes to zero if \(R_2=2k_r+k_2>3k_r\), that is, if \(k_2>k_r\). In the example \(C_{\rm eff}/C\) falls from 2 to 0.77 at 0.1 ns and to \(2\times10^{-4}\) at 1 ns. No constant \(C\) can then give the Auger loss over the whole decay. For \(k_2<k_r\) the ratio grows without bound instead, and only for \(k_2=k_r\) does it level off. The mean itself can still be nearly right when the Auger loss is small: at \(\lambda=0.01\) the cubic mean stays within 0.5 % from 0 to 100 ns.

The surviving signal can be found in closed form. Seek weights \(\ell_N\) such that \(L=\sum_N\ell_Np_N\) decays purely as \(e^{-k_rt}\). The index shift used for the mean gives

\[
\frac{dL}{dt}=\sum_NR_Np_N(\ell_{N-1}-\ell_N).
\]

This equals \(-k_rL\) if \(R_N(\ell_N-\ell_{N-1})=k_r\ell_N\) for each \(N\), so

\[
\ell_0=0,\qquad \ell_1=1,\qquad \ell_N=\frac{R_N}{R_N-k_r}\,\ell_{N-1}\quad(N\ge2).
\]

The case \(N=1\) is satisfied because \(R_1=k_r\). At late times \(p_1\) dominates, and both \(L\) and \(\langle N\rangle\) tend to \(p_1\). Hence

\[
\langle N\rangle\to Ae^{-k_rt},\qquad
A=\sum_{N\ge1}p_N(0)\prod_{m=2}^{N}\frac{R_m}{R_m-k_r}.
\]

For \(k_2\gg k_r\) the products are close to one and \(A\approx1-e^{-\lambda}\), the fraction of crystals excited at all. With \(\lambda=2\) the formula gives 0.868, against \(1-e^{-2}=0.865\). The master solution at 10 ns agrees: \(0.5265\,e^{0.5}=0.868\).

The cubic law gives instead

\[
A_{\rm cubic}=\frac{\lambda}{\sqrt{1+c\lambda^2/k_r}}=\frac{2}{\sqrt{1+200}}=0.141,
\]

too small by a factor of six. The size of this factor depends on how \(c\) is matched. The choice \(c=k_2/4\) is the large-\(N\) limit of the triple count, and at \(n=2\) it gives a loss \(8c=2k_2\). With \(c=k_2/8\), which gives \(k_2\) at \(n=2\), the factor is 4.4, and the cubic photon yield found below rises from a quarter to a third of the true one. Both amplitudes saturate under strong pumping, but at different values: the true one tends to about one exciton per crystal, the cubic one to \(\sqrt{k_r/c}=0.141\).

Under weak pumping, the true amplitude is \(\lambda-\lambda^2/2\) to second order in \(\lambda\) when \(k_2\gg k_r\), and the cubic one is \(\lambda-c\lambda^3/(2k_r)\) to third order. The fractional losses, \(\lambda/2\) and \(c\lambda^2/(2k_r)\), are both small when \(\lambda\ll\sqrt{k_r/c}=0.141\). The cubic law then gives nearly the right mean because there is hardly any Auger decay to describe. At \(\lambda=0.2\) the amplitudes already differ, 0.181 against 0.115.

## Photon yield

A crystal that starts with \(N_0\) excitons passes through each level \(m\le N_0\) once on its way down, and leaves it by a photon with probability \(q_m\). The mean photon number per pulse is therefore

\[
\Phi=\sum_{m\ge1}P(N_0\ge m)\,q_m .
\]

For \(\lambda=2\) the first three terms are \(0.865+0.594(0.0099)+0.323(0.0033)\), and the full sum is 0.872. The simulation gave \(0.8737\pm0.0008\), about two standard errors higher; it uses the same crystals as the table, and for their actual starts the formula gives 0.8738.

For the cubic law, \(dt=-dn/(k_rn+cn^3)\) gives

\[
\Phi_{\rm cubic}=\int_0^\infty k_rn\,dt=\int_0^\lambda\frac{dn}{1+(c/k_r)n^2}
=\sqrt{\frac{k_r}{c}}\arctan\!\left(\lambda\sqrt{\frac c{k_r}}\right)=0.212 .
\]

It predicts about a quarter of the light that the integer model emits.

## Can a fitted coefficient help?

The coefficient \(C\) was next fitted by least squares to the master-equation mean, at equally spaced times from 0 to 2 ns, with \(k_r\) held fixed. For \(\lambda=0.2\), 1, 2 and 4 the best values were 0.94, 0.33, 0.30 and 0.36 times the original \(C\). The largest misfits were 0.013, 0.20, 0.45 and 0.79 excitons.

The small misfit at \(\lambda=0.2\) should be judged against the Auger signal. The mean drops by only \(0.200-0.181=0.019\) through Auger decay, so the misfit is some 70 % of what is being fitted. The fitted coefficient changes threefold between \(\lambda=0.2\) and 2, though little between 1 and 4. It changes more with the fitted time span: at \(\lambda=2\) it is 0.94, 0.30 and 0.095 times \(C\) for spans of 0.3, 2 and 10 ns. It therefore depends on the experiment and is not a property of the crystal.

## Where the cubic law is right

Now let the crystal be large, at the same initial density and with the same \(C\). If the volume grows by a factor \(\Omega\), then \(c\) becomes \(c'=c/\Omega^2\) and the initial mean becomes \(n_0=\lambda\Omega\). Consider Auger decay alone.

An event changes \(N^2\) by \(1-2N\). The variance \(v\) therefore obeys

\[
\frac{dv}{dt}=\langle R_N(1-2N)\rangle+2\langle N\rangle\langle R_N\rangle
=\langle R_N\rangle-2\,\mathrm{cov}(N,R_N).
\]

For large \(n\), \(R_N\approx c'N^3\), and linearizing about the mean gives \(\mathrm{cov}(N,R_N)\approx3c'n^2v\). With \(F=v/n\) and \(dn/dt=-c'n^3\),

\[
\frac{dF}{dt}=\frac1n\frac{dv}{dt}-\frac v{n^2}\frac{dn}{dt}
=c'n^2(1-6F+F)=c'n^2(1-5F).
\]

Dividing by \(dn/dt\) gives \(dF/dn=(5F-1)/n\), so \(F-\tfrac15\) is proportional to \(n^5\). A Poisson start has \(F=1\). With \(x=n/n_0\),

\[
F=\tfrac15+\tfrac45x^5 .
\]

Auger decay makes the distribution narrower than a Poisson distribution, because the loss rate per exciton grows with \(N\). With a constant rate per exciton, as in radiative decay, \(F\) would stay at 1.

Let \(\delta=\langle N\rangle-n\) be the error of the cubic mean. To order \(n^2\),

\[
\langle N^3-N^2\rangle\approx n^3+3n^2\delta+3n^2F-n^2 ,
\]

where the third term is \(3nv\). Subtracting the cubic law leaves \(d\delta/dt=-c'n^2(3\delta+3F-1)\). Division by \(dn/dt=-c'n^3\) gives

\[
x\frac{d\delta}{dx}=3\delta-\tfrac25+\tfrac{12}5x^5 .
\]

Try \(\delta=a+bx^5+gx^3\). The constant terms give \(a=2/15\), the \(x^5\) terms give \(5b=3b+12/5\), so \(b=6/5\), and \(\delta(1)=0\) gives \(g=-4/3\):

\[
\delta=\tfrac2{15}+\tfrac65x^5-\tfrac43x^3 .
\]

The absolute error is a fraction of one exciton, and the relative error is of order \(1/n\). For \(\Omega=200\) and \(n_0=400\), the master equation gives \(\delta=-0.154\) at 0.02 ns and \(+0.071\) at 0.3 ns; the formula agrees to within 0.0003. At 0.3 ns the mean is 151, so the relative error of the cubic law is 0.05 %. The sign changes because fluctuations first speed up the loss, while in the narrowed distribution the missing \(-1\) outweighs them. The expansion degrades as \(n\) falls: at \(n=7.9\), 2.0 and 1.0 the master equation gives \(\delta=0.141\), 0.169 and 0.215, against \(2/15=0.133\).

## Real nanocrystals

The parameters are rough values for CdSe nanocrystals at room temperature, where biexciton Auger lifetimes run from tens to hundreds of picoseconds and radiative lifetimes are some tens of nanoseconds. In many such crystals \(\tau_2\) grows roughly in proportion to volume, not as \(V^2\), so the fixed \(C\) of the last section is a device for finding the limit, not a scaling rule for dots. Nor does that section describe bulk CdSe at this density. At \(1.8\times10^{19}\) cm\(^{-3}\) and 300 K, electrons of mass \(0.13\,m_e\) in a parabolic band number 15 times the effective density of states, with the Fermi level about \(7kT\) above the band edge. The equal weight of all triples, on which the cubic limit rests, is not justified for such a degenerate gas. The assumption most open to doubt is that all triples are equivalent. The lowest electron level holds two electrons, and 32 % of the crystals start with more than two excitons. A hard-wall estimate with electron mass \(0.13\,m_e\) puts the next level 0.34 eV higher, against \(kT=0.026\) eV, so this electron level is filled by crowding, not by heat; a nonparabolic band would lower the spacing to roughly 0.23 eV, still far above \(kT\). Hole levels lie closer: the same estimate with masses of 0.45 to \(1\,m_e\) gives 0.10 to 0.04 eV, so heat does populate excited hole levels. Replacing the triple count by the pair law changes the mean by up to 0.11 excitons. This is a sample of the sensitivity, not a bound. The ratio \(\tau_2/\tau_3\) is 4.5 for triples and 3 for pairs, while values reported for CdSe dots lie nearer 2 to 2.5; an Auger rate \(k_2N^2/4\) for \(N\ge2\), with ratio 2.25, changes the mean by up to 0.19. The late plateau hardly depends on this choice, since it needs only fast Auger decay for \(N\ge2\).

Other neglected effects, each varied alone at \(\lambda=2\), are as follows.

- Radiative rates growing as \(N^2\) change the mean by at most 0.003 excitons within 2 ns and raise the photon number to 0.881.
- A 5 % spread in radius, with \(\lambda\) and \(\tau_2\) proportional to volume, raises the mean by 0.015 at \(t=0\), because the mean volume grows, and by 0.003 at 0.1 ns, and lowers it by 0.004 at 1 ns.
- A cooling time of 1 ps is 5 % of the lifetime at \(N=3\). It exceeds the lifetime from \(N=8\), where 0.1 % of the crystals start.
- A trap rate of \(0.25k_r\) per exciton lowers the photon number to 0.70.
- Pump absorption with optical density 0.1 lowers \(\lambda\) at the back of the sample to 1.59 and the late amplitude there to 0.80.
- If one Auger event in a thousand ejects a carrier, an assumed figure, about one crystal in 900 is charged per pulse. Under repeated pulses charged crystals can accumulate, and their decay needs separate electron and hole numbers.

Cooling and charging were only estimated, not put into the model. For a single pulse, the changes of rate law, the size spread, slow trapping and pump absorption leave the late amplitude between 0.80 and 0.87, far from the cubic value 0.141. Trapping, modelled as loss of a whole exciton, alters mainly the late decay rate as long as it is slow against \(k_2\) (the amplitude is 0.869 at the assumed rate, but 0.93 at 1 ns\(^{-1}\)): with the assumed rate the mean is 31 % lower at 30 ns, and faster traps, common in poorly passivated crystals, would remove more. The main values are in the numerical output below.

## Table of computed values

```
radius 3.0 nm, volume 113.1 nm^3
tau_2 100 ps, tau_r 20 ns, lam 2.0
k_2 10.00 /ns, k_r 0.050 /ns, c 2.50 /ns
C = c V^2 = 3.198e-29 cm^6/s
initial mean density 1.768e+19 cm^-3
N=1: R_N 0.050 /ns, lifetime 20000.00 ps, q_N 1.00000, P(N0=N) 0.2707
N=2: R_N 10.100 /ns, lifetime 99.01 ps, q_N 0.00990, P(N0=N) 0.2707
N=3: R_N 45.150 /ns, lifetime 22.15 ps, q_N 0.00332, P(N0=N) 0.1804
N=4: R_N 120.200 /ns, lifetime 8.32 ps, q_N 0.00166, P(N0=N) 0.0902
N=5: R_N 250.250 /ns, lifetime 4.00 ps, q_N 0.00100, P(N0=N) 0.0361
one path 4->3: t 1.87 ps, Auger
one path 3->2: t 16.45 ps, Auger
one path 2->1: t 131.29 ps, Auger
one path 1->0: t 1039.55 ps, photon
crystals simulated 200000, largest histogram z 2.57
largest z against wrong pair law 65.0
t(ns) | mean: master, Gillespie, std.error, cubic | C_eff/C
0.01 | 1.7301 1.7354 0.0025 1.8249 | 1.47
0.03 | 1.4689 1.4721 0.0019 1.5792 | 1.15
0.10 | 1.1236 1.1270 0.0014 1.1509 | 0.77
0.30 | 0.8892 0.8916 0.0009 0.7495 | 0.195
1.00 | 0.8257 0.8279 0.0008 0.4251 | 0.000207
10.00 | 0.5265 0.5287 0.0011 0.1075 | 2.65e-43
30.00 | 0.1937 0.1948 0.0009 0.0323 | 9.99e-130
photons per pulse: path 0.8719, Gillespie 0.8737 +- 0.0008
lam | C_eff/C at t=0 | late amplitude: exact, cubic
0.2 | 11.000 | 0.1814 0.1155 | 1-exp(-lam) 0.1813
1.0 | 3.000 | 0.6335 0.1400 | 1-exp(-lam) 0.6321
2.0 | 2.000 | 0.8681 0.1411 | 1-exp(-lam) 0.8647
4.0 | 1.500 | 0.9874 0.1413 | 1-exp(-lam) 0.9817
lam | photons: exact, cubic | best C/C (0-2 ns), max misfit (excitons)
0.2 | 0.1814 0.1351 | 0.937 0.013
1.0 | 0.6350 0.2023 | 0.325 0.199
2.0 | 0.8719 0.2122 | 0.300 0.452
4.0 | 0.9947 0.2171 | 0.358 0.789
large crystal, volume factor 200, start mean 400, Auger only
t(ns) | mean | mean-cubic: exact, theory | var/mean: exact, theory
0.02 | 337.91 | -0.1539 -0.1541 | 0.5454 0.5450
0.30 | 151.26 | 0.0707 0.0706 | 0.2063 0.2062
pair-law Auger (shell filling): max mean change 0.1130 excitons
P(N0>2) 0.3233
N^2 radiative: max mean change 0.0025, photons 0.8808
radius spread 5 %: mean change at 0.1 ns +0.0026
cooling 1 ps: exceeds lifetime from N=8, start fraction 0.00110
cooling time / lifetime of N=3: 0.0452
Auger events per pulse 1.1281; at ionization 1e-03 per event: 1.13e-03 per pulse
trap rate 0.25 k_r per exciton: photons 0.6990
optical density 0.1: back-face lam 1.589, late amplitude 0.7984
electron mass 0.13 m_e: S-P spacing 0.336 eV
kT at 300 K 0.0259 eV, thermal P/S population 6.8e-06
```
